# The p-to-s Reflection Ratio at Weak Steps and in Multilayer Polarizers

## 1. Symmetry fixes the form

A weak change $\Delta\varepsilon$ of relative permittivity in an isotropic, nonmagnetic medium acquires the extra polarization $\epsilon_0\,\Delta\varepsilon\,\mathbf E$, parallel to the local field. To first order in $\Delta\varepsilon$, $\mathbf E$ is the undisturbed incident field. The reflected amplitude is therefore linear in the incident polarization vector $\mathbf e_{\rm in}$. A dipole radiates the component of its moment transverse to the outgoing ray, so the amplitude is the projection on the outgoing vector $\mathbf e_{\rm out}$:

$$r=f\,(\mathbf e_{\rm out}\cdot\mathbf e_{\rm in}).$$

The dimensionless factor $f$ contains the strength and depth profile of the step and the phases. It is the same for both polarizations.

Let $z$ point into the mirror, let $x$ lie in the plane of incidence, and measure $\theta$ from the normal. For s light both vectors lie along $y$, and their product is 1. For p light, with the magnetic field along $+y$ in both waves,

$$\mathbf e_{\rm in}=(\cos\theta,0,-\sin\theta),\qquad \mathbf e_{\rm out}=(-\cos\theta,0,-\sin\theta),$$

$$\mathbf e_{\rm out}\cdot\mathbf e_{\rm in}=-\cos^2\theta+\sin^2\theta=-\cos2\theta .$$

Hence $|r_p/r_s|=|\cos2\theta|$ at leading order in the step; the first-order correction to the ratio is derived in Section 2. At 45° the reflected ray would leave along the axis of the p dipoles, and a dipole does not radiate along its axis. The minus sign belongs to the convention that $r_p$ is a ratio of $H_y$ amplitudes; the magnitude does not depend on it.

The factor $f$ follows from s light. In vacuum, with $k_0=2\pi/\lambda$ and $c=\cos\theta$, the scattered field obeys

$$E''+k_0^2c^2E=-k_0^2\,\Delta\varepsilon(z)\,e^{ik_0cz}.$$

The outgoing Green function is $e^{ik_0c|z-z'|}/(2ik_0c)$ for time factor $e^{-i\omega t}$. In front of the layer this gives

$$f=\frac{ik_0}{2c}\int\Delta\varepsilon(z')\,e^{2ik_0cz'}dz'.$$

For a uniform layer of thickness $d$ and phase $\varphi=k_0cd$, the integral is $\Delta\varepsilon\,(e^{2i\varphi}-1)/(2ik_0c)$, so

$$f=\frac{i\,\Delta\varepsilon}{2\cos^2\theta}\,e^{i\varphi}\sin\varphi .$$

## 2. One interface without the weak-step approximation

Let $K$ and $q_j$ be the tangential and normal wave numbers divided by $k_0$, so that $\varepsilon_j=K^2+q_j^2$. Absorption means ${\rm Im}\,\varepsilon_j>0$, and the root with ${\rm Im}\,q_j\ge0$ is taken.

For s light, continuity of $E_y$ gives $1+r_s=t$. Continuity of $H_x$, which is proportional to $qE_y$ with opposite signs for the two directions of travel, gives $q_1(1-r_s)=q_2t$. For p light, $H_y$ is continuous and $E_x$ is proportional to $(q/\varepsilon)H_y$, so $q/\varepsilon$ replaces $q$. Eliminating $t$ gives

$$r_s=\frac{q_1-q_2}{q_1+q_2},\qquad r_p=\frac{\varepsilon_2q_1-\varepsilon_1q_2}{\varepsilon_2q_1+\varepsilon_1q_2}.$$

Now insert $\varepsilon_j=K^2+q_j^2$ in $r_p$:

$$\varepsilon_2q_1-\varepsilon_1q_2=K^2(q_1-q_2)+q_1q_2(q_2-q_1)=(q_1-q_2)(K^2-q_1q_2),$$

$$\varepsilon_2q_1+\varepsilon_1q_2=K^2(q_1+q_2)+q_1q_2(q_2+q_1)=(q_1+q_2)(K^2+q_1q_2).$$

The first factors form $r_s$. Therefore

$$\boxed{\rho\equiv\frac{r_p}{r_s}=\frac{K^2-q_1q_2}{K^2+q_1q_2}}$$

for any step between two such media, with or without absorption. This is the form to implement, since it needs no complex angles.

For the weak step write $\varepsilon_2=\varepsilon_1(1+\xi)$, $K^2=\varepsilon_1\sin^2\theta$ and $q_1^2=\varepsilon_1\cos^2\theta$, where $\theta$ is the angle in medium 1. Then $q_2^2=\varepsilon_1(\cos^2\theta+\xi)$ and

$$q_1q_2=\varepsilon_1\cos^2\theta\sqrt{1+\frac{\xi}{\cos^2\theta}}=\varepsilon_1\left(\cos^2\theta+\frac{\xi}{2}\right)+O(\xi^2).$$

Inserting this, and using $1-\cos2\theta=2\sin^2\theta$,

$$\rho=\frac{-\cos2\theta-\xi/2}{1+\xi/2}+O(\xi^2)=-\cos2\theta-\xi\sin^2\theta+O(\xi^2).$$

The expansion requires $|\xi|\ll\cos^2\theta$. Near 45° the correction is small in absolute terms but not relative to $\cos2\theta$, which vanishes there.

Near grazing the condition fails. For the Si-to-Mo step used below, $|\xi|\approx0.14$, while $\cos^2 75^\circ=0.07$. At a vacuum angle of 75° the interface ratio is 0.994, whereas $|\cos2\theta|=0.866$. Without absorption, $q_2$ would be imaginary there and $q_1$ real. Numerator and denominator of $\rho$ would then be complex conjugates, and $|\rho|$ would be 1: both polarizations are totally reflected.

## 3. The common null of a multilayer

The expression for $\rho$ is unchanged when media 1 and 2 are exchanged. Parallel layers also share the same $K$. All inner interfaces of a two-material stack therefore have the same $\rho$.

In single scattering the stack amplitude is $\sum_jr_je^{2i\Phi_j}$, where $\Phi_j$ is the one-way phase down to interface $j$. Transmission losses at the interfaces enter at higher order in the step. The phases depend on $q_j$, not on polarization, so the inner interfaces together give $r_p=\rho\,r_s$. The top surface has its own ratio, which is also $-\cos2\theta$ to leading order.

**Position without loss.** Setting $\rho=0$ requires $q_1q_2=K^2$. Squaring gives

$$K^4=(\varepsilon_1-K^2)(\varepsilon_2-K^2)\;\Rightarrow\; K^2=\sin^2\theta_0=\frac{\varepsilon_1\varepsilon_2}{\varepsilon_1+\varepsilon_2},$$

where $\theta_0$ is the angle in vacuum. For positive permittivities, $q_j^2=\varepsilon_j^2/(\varepsilon_1+\varepsilon_2)$ is positive at this $K$, so squaring has added no false root. The null can be reached from vacuum only if this $K^2$ is below 1, as it is for the materials used here.

With refractive indices $n_j=1-\delta_j$, first order in $\delta_j$ gives $1/\sin^2\theta_0=1/\varepsilon_1+1/\varepsilon_2\approx2+2\delta_1+2\delta_2$, or $\sin^2\theta_0\approx\tfrac12(1-\delta_1-\delta_2)$. Since $d(\sin^2\theta)/d\theta=\sin2\theta=1$ at 45°,

$$\theta_0\approx45^\circ-\frac{\delta_1+\delta_2}{2}\ \text{(in radians)}.$$

At $\theta_0$ every inner interface transmits p light without reflection, whatever the number of periods. If the substrate is one of the two materials, only the top surface still reflects it.

**Floor with loss.** Let $\varepsilon_j=\varepsilon_j'+i\varepsilon_j''$ and keep $K$ at the null computed from $\varepsilon_j'$. To first order in loss each $q_j$ gains the factor $1+i\varepsilon_j''/(2q_j^2)$, with the lossless $q_j^2$ in the denominator. Thus

$$q_1q_2\approx K^2\left[1+\frac i2\left(\frac{\varepsilon_1''}{q_1^2}+\frac{\varepsilon_2''}{q_2^2}\right)\right],$$

and, since the denominator of $\rho$ is $2K^2$ to this order,

$$|\rho_0|\approx\frac{\varepsilon_1'+\varepsilon_2'}{4}\left(\frac{\varepsilon_1''}{\varepsilon_1'^2}+\frac{\varepsilon_2''}{\varepsilon_2'^2}\right)\approx\beta_1+\beta_2 .$$

Here $\beta_j$ is the imaginary part of the refractive index. The absorptions add, so matching them does not remove the floor.

## 4. Multiple reflection changes the ratio

A useful mirror reflects s light strongly, which takes it out of the single-scattering regime. Consider a period made of half a spacer, one Mo layer and half a spacer, with

$${\rm Re}(\varphi_{\rm Mo}+\varphi_{\rm Si})=\pi,\qquad a={\rm Im}(\varphi_{\rm Mo}+\varphi_{\rm Si}).$$

The first equation is the Bragg condition with refraction included; $a$ is the one-way amplitude loss per period.

Let $r_{s}$ now denote the Si-to-Mo interface amplitude. The two faces of the Mo layer contribute $r_s(1-e^{2i\varphi_{\rm Mo}})=-2ir_se^{i\varphi_{\rm Mo}}\sin\varphi_{\rm Mo}$. The two passes through half a spacer add $e^{i\varphi_{\rm Si}}$, and the total phase factor is $e^{i\pi}=-1$ apart from small loss. One period thus reflects $i\kappa$, from either side, with

$$\kappa_s=2r_s\sin\varphi_{\rm Mo},\qquad\kappa_p=\rho\,\kappa_s .$$

Place one more period on a stack of amplitude $r$. Its round-trip transmission is $1-2a$ to leading order, and repeated reflection between period and stack gives $1/(1-i\kappa r)\approx1+i\kappa r$. Hence

$$r_{N+1}\approx i\kappa+(1-2a)r_N(1+i\kappa r_N),\qquad \frac{dr}{dN}=i\kappa(1+r^2)-2ar,$$

where products of the small quantities $\kappa$ and $a$ are dropped. With $r=iu$ this becomes $u'=\kappa-2au-\kappa u^2$. The substitution $u=w'/(\kappa w)$ makes it linear:

$$w''+2aw'-\kappa^2w=0 .$$

The exponents are $-a\pm\gamma$, with $\gamma^2=a^2+\kappa^2$. A silicon substrate under silicon spacers gives $u(0)=0$, so $w'(0)=0$ and $w=e^{-aN}[\cosh\gamma N+(a/\gamma)\sinh\gamma N]$. Differentiation leaves $w'=e^{-aN}(\kappa^2/\gamma)\sinh\gamma N$, and

$$\boxed{u=\frac{\kappa\sinh\gamma N}{\gamma\cosh\gamma N+a\sinh\gamma N}}$$

There are three useful limits.

- **Few periods**, $|\gamma|N\ll1$: $u\approx\kappa N$, and the ratio is $\rho$.
- **Many periods near the null**, $|\kappa_p|\ll a$: $u_s\to\kappa_s/(a+\gamma_s)$ and $u_p\to\kappa_p/(2a)$. The ratio is $\rho\,(a+\gamma_s)/(2a)$.
- **Many periods with vanishing loss**, away from the null: both amplitudes approach 1 in magnitude, and the mirror does not polarize.

The polarizer works because s reflections add up over many periods while the p contribution per period is nearly zero. The same accumulation narrows the null: p light is also reflected appreciably once $|\kappa_p|$ is comparable with $a$. For many periods and real $\kappa_p=a$, the boxed formula gives $u_p=1/(1+\sqrt2)=0.41$, a reflectance of about 17 %.

## 5. Worked mirror: Mo/Si at 13.5 nm

The parameters are rough typical values: $\delta=0.076$, $\beta=0.006$ for Mo and $\delta=0.001$, $\beta=0.002$ for Si. There are 40 periods with a Mo fraction of 0.4, silicon on top and a silicon substrate.

The real indices 0.999 and 0.924 have squares 0.9980 and 0.8538. Then

$$\sin^2\theta_0=\frac{0.9980\times0.8538}{1.8518}=0.4601,\qquad\theta_0=42.7^\circ .$$

The estimate $45^\circ$ minus 0.0385 rad gives 42.8°. The normal wave numbers are $q_{\rm Si}=0.9980/\sqrt{1.8518}=0.733$ and $q_{\rm Mo}=0.627$, with weighted mean 0.691. The Bragg period is

$$d=\frac{13.5\ \text{nm}}{2\times0.691}=9.77\ \text{nm}.$$

One interface reflects only 0.608 % of s light, so $|r_s|=0.0780$. The Mo phase is $2\pi(0.4)(9.77)(0.627)/13.5=1.14$, which gives $|\kappa_s|=2(0.0780)(0.909)=0.142$. The loss is $a=0.0235$.

At the null, the loss formula gives $|\rho_0|=0.0089$, in agreement with the full interface expression; $\beta_1+\beta_2$ gives 0.0080. For unlimited periods the enhancement is

$$\frac{a+\gamma_s}{2a}=\frac{0.0235+0.1437}{0.0470}=3.56 .$$

For finite $N$ near the null, $u_p\approx\kappa_p(1-e^{-2aN})/(2a)$. With 40 periods the bracket is $1-e^{-1.88}=0.85$, so the enhancement is about 3.0. The solution of Maxwell's equations for the stack also gives 3.0. It yields $R_s=0.714$ and $R_p=5.2\times10^{-4}$, an extinction ratio $R_s/R_p$ of about 1400. For an unpolarized beam the degree of polarization is $(R_s-R_p)/(R_s+R_p)=0.9986$.

The table shows amplitude ratios $|r_p/r_s|$, with the period retuned to the Bragg condition at each vacuum angle.

| Angle | $\lvert\cos2\theta\rvert$ | Interface | 2 periods | 40 periods |
|---|---|---|---|---|
| 30° | 0.500 | 0.458 | 0.462 | 0.804 |
| 40° | 0.174 | 0.103 | 0.105 | 0.288 |
| 45° | 0.000 | 0.088 | 0.090 | 0.261 |
| 50° | 0.174 | 0.278 | 0.288 | 0.656 |

Two periods follow the interface ratio closely; forty do not. At 30°, $\cos^22\theta=0.25$, but the thick mirror has $R_p/R_s=0.65$. At 45° it has 0.07 instead of zero. The null lies 2.3° lower, so, with or without absorption, a single interface already has $0.088^2=0.008$, and multiple reflection raises this about ninefold.

The coupled-wave formula was tested against Maxwell's equations at 30°, 35°, 40° and 50°, for 5 and 40 periods. Its largest absolute error in $|r|$ was 0.005. With $\varepsilon-1$ reduced tenfold and ten times as many periods, it was 0.0006.

The formula also guides the choice of $N$. For 20 periods at the null, $\gamma_sN=2.87$ and $\coth\gamma_sN=1.006$, so

$$u_s=\frac{0.1418}{0.1437(1.006)+0.0235}=0.84,\qquad u_p=0.0089\,\frac{0.1418(1-e^{-0.94})}{0.0470}=0.016 .$$

This estimate gives $R_s\approx0.71$ and an extinction ratio near 2700. In this ideal model, at the null, halving the stack costs little s light and nearly doubles the extinction, because s has saturated while p is still growing.

## 6. The real mirror

Mo/Si is an established material pair at this wavelength, and the layer thicknesses above are in the practical range. Real mirrors depart from the model through mixed interfaces, surface oxide, imperfect collimation and uncertain indices. The following values hold the mean incidence angle and the 9.77 nm period fixed and change one thing at a time; the ideal $R_p$ is $5.2\times10^{-4}$.

- **In-plane divergence**, uniform over ±0.5°: $R_p=1.1\times10^{-3}$, and the extinction ratio falls to about 660.
- **Interdiffusion**, error-function profiles with standard deviation 0.7 nm: $R_p=7.6\times10^{-4}$, $R_s=0.690$. (The value 0.694 in the numerical output is for half a Si spacer on top, where the sharp stack gives 0.718.) The rise of $R_p$ reflects a shifted minimum: at an angle 0.2° larger, $R_p$ is $3.6\times10^{-4}$.
- **Mo decrement 5 % larger**: $R_p=6.9\times10^{-4}$.
- **Out-of-plane tilt of 0.5°**: for a ray tilted out of the plane of incidence with its field direction unchanged, $6\times10^{-5}$ of nominal p input emerges as s light; rolling the mirror by 0.5° about the surface axis in the plane of incidence gives $1.2\times10^{-4}$.
- **Oxide of 2 nm**, with rough constants $\delta=0.022$, $\beta=0.011$: $R_p=5.1\times10^{-4}$, $R_s=0.703$.

Divergence is the largest of these effects on $R_p$, and its size can be estimated. Near the null the real part of $\rho$ changes by about $2.2\psi$ for an angular offset $\psi$ in radians ($2\psi$ in the weak-step limit). Over ±0.0087 rad its mean square is $(0.019)^2/3=1.2\times10^{-4}$, which adds to the loss floor $|\rho_0|^2=0.8\times10^{-4}$. This predicts an increase of $R_p$ by a factor of 2.5, which is what the stack gives when the period is retuned at each angle. At fixed period the offset rays are detuned from the Bragg condition and reflect less p light, and the factor is 2.1.

Source bandwidth, lateral scatter and random thickness errors are not included. The extinction ratio of 1400 therefore describes the ideal stack with these constants and is not a prediction for a manufactured mirror. For a design, measured complex indices should replace the rough ones, and $R_p$ should be averaged over the actual beam. The numerical output lists the values to more digits.

## Table of computed values

```
wavelength 13.5 nm = photon energy 91.8 eV
Mo (rough): delta 0.076, beta 0.006
Si (rough): delta 0.001, beta 0.002
periods 40, Mo fraction 0.4
relative permittivity step xi: -0.1445+0.0077j
null angle, exact lossless formula: 42.71 deg
null angle, 45 deg minus mean delta: 42.79 deg
angle of least R_p with loss: 42.71 deg
Bragg period at the null: 9.768 nm
one Si/Mo interface, R_s at the null: 0.00608
interface |r_p/r_s| at the null: 0.00890
first-order loss formula: 0.00890; beta_Si + beta_Mo: 0.00800
lossless mirror at the null: R_s 0.99995, R_p 5.34e-09
mirror at the null: R_s 0.7143, R_p 5.177e-04
extinction ratio R_s/R_p: 1380
degree of polarization, unpolarized input: 0.998552
|kappa_s| per period 0.1418, loss a 0.0235
p/s amplitude ratio over rho: Maxwell 3.025, coupled waves 3.015
same for unlimited periods (a+gamma_s)/(2a): 3.557
same from Maxwell with 200 periods: 3.567
largest coupled-wave error in |r|: 0.0046; at 1/10 contrast 0.00056
period retuned at each angle; amplitude ratios |r_p/r_s|:
deg  |cos2th| interface 2 periods 40 periods  R_s     R_p
 30  0.5000   0.4578    0.4616    0.8036     0.7193  0.46445
 35  0.3420   0.2861    0.2896    0.6346     0.7181  0.28920
 40  0.1736   0.1029    0.1048    0.2884     0.7159  0.05954
 45  0.0000   0.0877    0.0899    0.2608     0.7126  0.04848
 50  0.1736   0.2784    0.2879    0.6563     0.7076  0.30481
at 75 deg: |cos 2theta| 0.8660, interface 0.9941
neglected effects, mirror held at the null:
0.7 nm interdiffusion: R_s 0.6936, R_p 7.615e-04
2 nm oxide (rough delta 0.022, beta 0.011): R_s 0.7026, R_p 5.120e-04
in-plane divergence +-0.5 deg: R_s 0.7128, R_p 1.085e-03
extinction with that divergence: 657
0.5 deg out-of-plane tilt, s light from p input: 6.382e-05
Mo delta 5 % larger: R_p 6.888e-04
```
